# GGA Pauli Potential at a Nuclear Cusp: the 1/r Term and Positivity, part 2

Hartree atomic units are used. The density $n$ is spin-unpolarized and nonrelativistic; the nucleus is a point charge $Z$ at the origin. The noninteracting kinetic energy is $T_s=T_W+T_\theta$, with von Weizsäcker term $T_W=\int|\nabla n|^2/(8n)\,d^3r$ and Pauli term $T_\theta=\int\tau\,d^3r$, $\tau=\tfrac{3}{10}k^2\,n\,F(s)$. Here $g=|\nabla n|$, $k=(3\pi^2n)^{1/3}$, $s=g/(2kn)$ and $F=F_{\rm tot}-\tfrac53s^2$, where $F_{\rm tot}$ belongs to $T_s$. Primes mean $d/ds$ on $F$, $d/dr$ on functions of position. With $\hat{\mathbf g}=\nabla n/g$, $\mathsf H_{ij}=\partial_i\partial_jn$ and $\mathbf W=\tau_g\hat{\mathbf g}$, the Pauli potential is $v_\theta=\delta T_\theta/\delta n=\tau_n-\nabla\cdot\mathbf W$, or

$$v_\theta=\tau_n-g\,\tau_{gn}-\frac{\tau_g}{g}\nabla^2n-\Big(\tau_{gg}-\frac{\tau_g}{g}\Big)\hat{\mathbf g}\mathsf H\hat{\mathbf g},\tag{1}$$

with $\tau_g=\tfrac{3}{20}kF'$, $\tau_g/g=3F'/(40ns)$, $\tau_{gg}=3F''/(40n)$.

At a spherical cusp $n'(0)=-2Zn_0$, $s_0=Z/k_0$ (subscript 0: at the nucleus), $\Lambda=(\ln n)''(0)$ and $v_\theta=a/r+c_0+o(1)$:

$$v_\theta=\tau_n+\frac{2\tau_g}{r}+\frac{d\tau_g}{dr}.\tag{2}$$

$$v_\theta=\frac ar+O(1),\qquad a=2\tau_g(0)=\tfrac3{10}k_0F'(s_0)=\frac{3Z}{10}\frac{F'(s_0)}{s_0}.\tag{3}$$

$$c_0=Z^2\Big[\frac{F}{2s_0^2}-\frac7{10}\frac{F'}{s_0}+F''\Big(\frac3{10}-\frac{9\Lambda}{40Z^2}\Big)\Big],\tag{4}$$

If $-n'(0)/(2n_0)=\kappa$, $\kappa$ replaces $Z$ in (3). A hydrogenic $1s^2$ density has $s_0=s_*=(6\pi)^{-1/3}=0.375751$. From $d(F'/s)/ds=F''/s-F'/s^2$, with $F'$, $F''$ at $s_*$,

$$\frac aZ\approx\frac3{10}\Big[\frac{F'}{s_*}+\Big(\frac{F''}{s_*}-\frac{F'}{s_*^2}\Big)(s_0-s_*)\Big].\tag{5}$$

For Kohn–Sham orbitals $\psi_i$ (occupations $f_i$, eigenvalues $\varepsilon_i$, highest occupied $\varepsilon_H$), with $\tau_s=\tfrac12\sum f_i|\nabla\psi_i|^2$,

$$v_\theta^{KS}=\frac{\tau_s-g^2/(8n)}{n}+\frac1n\sum_if_i(\varepsilon_H-\varepsilon_i)\psi_i^2 .\tag{6}$$

Non-negative $v_\theta$ near a spherical cusp requires

$$F'(s_0)\ge0,\qquad\text{equivalently}\qquad F_{\rm tot}'(s_0)\ge\tfrac{10}3s_0.\tag{7}$$

For $a<0<c_0$, $-a/c_0$ estimates the negative region's radius. Values marked "def" come from varying $T_\theta$ numerically along $\eta=e^{-r/w}$, $w\to0$.

**(f)** Evaluate $a$ and $c_0$ on the exchange-only LDA densities of Be, Ne and Ar for TFvW, $F=1$; GE2, $F_{\rm tot}=1+\tfrac5{27}s^2$; APBEK, $F_{\rm tot}=1+\kappa_A-\kappa_A/(1+\mu_As^2/\kappa_A)$; LKT, $F=1/\cosh(\alpha_Ls)$ (published positive constants for both); and VT84F,

$$F=1-\frac{\mu s^2e^{-\alpha s^2}}{1+\mu s^2}+\left(1-e^{-\alpha s^4}\right)\left(s^{-2}-1\right),\qquad\mu=2.778 .$$

**Solution.** Some signs follow by inspection. TFvW has $a=0$ and $c_0=k_0^2/2>0$. GE2 has $F=1-\tfrac{40}{27}s^2$, so $F'/s=F''=-\tfrac{80}{27}$ and $a=-\tfrac89Z$ for any $s_0$. APBEK has $F_{\rm tot}'\le2\mu_As$, which violates (7) when $\mu_A<\tfrac53$; its $\mu_A$ is roughly $0.24$. LKT decreases for $s>0$, so $a<0$. In VT84F the small-$s$ form is $1+(\alpha-\mu)s^2$, and matching GE2 sets $\alpha=\mu-\tfrac{40}{27}$. With that constraint $F'(s_*)=0$ is solved by $\mu=2.7770$, close to the published value, for which $F'$ vanishes at $s_{\rm zero}=0.37548$. At $s_*$ the five values of $a/Z$ are $0$, $-0.8889$, $-0.8680$, $-0.4192$ and $+0.0005$.

The densities are self-consistent Kohn–Sham densities with local exchange, without correlation or relativity and with a point nucleus. For Ne, $n_0=614.23$ bohr$^{-3}$, $k_0=26.298$ bohr$^{-1}$, $s_0=10/26.298=0.38026$ and $\Lambda/Z^2=0.0296$, so the factor of $F''$ in (4) is $0.3-0.225\times0.0296=0.2933$. For LKT, (3) gives $a=3\times(-0.5290)/0.38026=-4.173$ hartree bohr. For GE2, $F=1-\tfrac{40}{27}(0.38026)^2=0.7858$ and

$$c_0=100\,[\,2.717+0.7\times2.963-2.963\times0.2933\,]=392.2\ \text{hartree}.$$

The Ne results are as follows, with $a$ in hartree bohr, $c_0$ in hartree and the first zero $r_-$ of the full potential (2) in bohr.

| | $F'$ | $F''$ | $a$ | $c_0$ | $r_-$ |
|---|---|---|---|---|---|
| TFvW | 0 | 0 | 0 | 345.8 | none |
| GE2 | −1.127 | −2.963 | −8.889 | 392.2 | 0.0328 |
| APBEK | −1.101 | −2.967 | −8.682 | 389.5 | 0.0321 |
| LKT | −0.529 | −0.873 | −4.173 | 379.2 | 0.0128 |
| VT84F | 0.012 | 2.456 | 0.093 | 388.2 | none |

"None" means that no negative region adjoins the nucleus. With 1 hartree bohr $=14.400$ eV Å, the four nonzero values of $a$ are $-128.0$, $-125.0$, $-60.1$ and $+1.3$ eV Å. For all three atoms and all five functionals, (3) and (4) agree with the variation of the energy to the digits shown in the numerical output. The independence of $a$ from $F''$ was tested by adding $5(s-s_0)^2$ to LKT for Ne, which raises $F''(s_0)$ by 10 and leaves $F$ and $F'$ there unchanged: $a$ moved by $6.5\times10^{-8}$ hartree bohr, and $c_0$ by $293.3$ hartree, equal to $10\times100\times0.2933$.

The estimate $-a/c_0$ gives $0.0110$ bohr for LKT and $0.0227$ bohr for GE2, low by 14% and 31% of the computed $r_-$; here $Zr_-=0.13$ and $0.33$ are not small.

For VT84F the sign of $a$ follows that of $s_0-s_{\rm zero}$ in the three atoms. The rule is local: $F'$ has a second zero near $s=0.69$ and is negative again beyond it. For Ne, $s_0-s_*=0.00451$, and (5) with $F'=0.00066$, $F''=2.4727$ reads

$$a\approx3\,[\,0.00176+(6.581-0.005)\times0.00451\,]=0.094\ \text{hartree bohr},$$

1.5% above the value $0.0929$ from (3), and almost all of it comes from the $F''$ term. For Be, where $s_0-s_*=0.0207$, (5) gives $0.165$ against $0.154$, 7% above. Ar has $s_0=0.37224<s_{\rm zero}$ and $a=-0.1165$ hartree bohr, so VT84F violates (7) on this density. The negative region is small, $0.1165/1319=9\times10^{-5}$ bohr, in agreement with the computed zero. This is about 4.7 fm, comparable with the radius of the Ar nucleus (about 4 fm), so the region is a feature of the point-nucleus model and not a prediction for the real atom.

The constant term is far from the Kohn–Sham value of (6) on the same density: $3.48$, $29.2$ and $111.8$ hartree for Be, Ne and Ar, against $50.9$, $345.8$ and $1169$ hartree for TFvW, with the other four functionals higher still. The one-orbital limit shows the same discrepancy in pure form: for a $1s^2$ density both terms of (6) vanish, while TFvW gives $k_0^2/2$. A small $a$ thus does not bring a correct $v_\theta$ at the nucleus for these functionals.

**(g)** At a nucleus in a molecule an orbital has the form $\psi_0(1-Zr)+\mathbf c\cdot\mathbf r+\dots$, so that $n=n_0[1-2Zr+\mathbf b\cdot\mathbf r]+\dots$, where the remainder is $O(r^2)$ and is assumed to have bounded second derivatives. With $\mathbf b=2Z\beta\hat{\mathbf z}$ and $0\le\beta<1$, find $a$ as a function of the polar angle $\theta$, its first-order form in $\beta$, its angular mean, and the positivity condition.

**Solution.** As $r\to0$ along $\hat{\mathbf r}$, $\nabla n\to-2Zn_0(\hat{\mathbf r}-\beta\hat{\mathbf z})$. Its length is $2Zn_0q$ with $q=(1-2\beta\cos\theta+\beta^2)^{1/2}\ge1-\beta>0$, so $\hat{\mathbf g}$ is defined in every direction and $s\to s_0q$. The angle $\gamma$ between $\hat{\mathbf g}$ and the radial line follows from the cross product: $\sin\gamma=|\hat{\mathbf r}\times(\hat{\mathbf r}-\beta\hat{\mathbf z})|/q=\beta\sin\theta/q$.

The linear term has no Hessian, and $\partial_i\partial_jr=(\delta_{ij}-\hat r_i\hat r_j)/r$. Thus $\mathsf H=-2Zn_0(\mathsf 1-\hat{\mathbf r}\hat{\mathbf r})/r+O(1)$, with trace $\nabla^2n=-4Zn_0/r$ and projection $\hat{\mathbf g}\mathsf H\hat{\mathbf g}=-2Zn_0\sin^2\gamma/r$. In (1) the first two terms are bounded, and the coefficients of the last two differ from their limits by terms that vanish as $r\to0$. Hence

$$a(\theta)=2Zn_0\Big[2\frac{\tau_g}g+\Big(\tau_{gg}-\frac{\tau_g}g\Big)\sin^2\gamma\Big]=\frac{3Z}{20}\Big[\frac{F'}{s}\left(2-\sin^2\gamma\right)+F''\sin^2\gamma\Big],\tag{9}$$

evaluated at $s=s_0q(\theta)$. Here $F''$ enters the $1/r$ coefficient itself, because the gradient is tilted away from $\hat{\mathbf r}$ and samples the divergent transverse curvature of the cusp. For $\beta=0$, (9) reduces to (3). For a factor of the form $F=F(0)+Bs^2$, with no linear term, $F'/s=F''=2B$ is a constant and $a$ is isotropic: $Z$ for the Weizsäcker term, $-\tfrac89Z$ for GE2.

To first order in $\beta$, $\sin^2\gamma$ drops out and $s-s_0=-s_0\beta\cos\theta$. The derivative used in (5) then gives

$$a(\theta)\approx\frac{3Z}{10}\Big[\frac{F'}{s_0}-\beta\cos\theta\Big(F''-\frac{F'}{s_0}\Big)\Big].\tag{10}$$

Write $a=\sum_la_lP_l(\cos\theta)$. Equation (9) is unchanged under $\beta\to-\beta$ together with $\cos\theta\to-\cos\theta$, so $a_l$ has parity $(-1)^l$ in $\beta$; for smooth $F$ the corrections to (10) are $O(\beta^2)$ in $a_0$ and $O(\beta^3)$ in $a_1$.

For the mean, apply the divergence theorem to a ball of radius $r$. The volume integral of $\nabla\cdot\mathbf W\simeq-a(\theta)/r$ is $-4\pi a_0r^2/2$, and the flux is $4\pi r^2\langle\mathbf W\cdot\hat{\mathbf r}\rangle$, so $a_0=-2\langle\mathbf W\cdot\hat{\mathbf r}\rangle$. With $\hat{\mathbf g}\cdot\hat{\mathbf r}=-(1-\beta\cos\theta)/q$,

$$a_0=\frac{3Z}{10s_0}\Big\langle F'(s_0q)\,\frac{1-\beta\cos\theta}{q}\Big\rangle .\tag{11}$$

Positivity requires $a(\theta)\ge0$ for every $\theta$. On the axis $\sin\gamma=0$, so in particular $F'\ge0$ at both $s_0(1-\beta)$ and $s_0(1+\beta)$. A sufficient condition is $F'>0$ and $F''\ge0$ on the interval between them, since both terms of (9) then have non-negative sign. A positive mean (11) is not sufficient, as (h) shows.

**(h)** Apply (g) to the two-electron model $n=A\,(e^{-\zeta r}+e^{-\zeta|\mathbf r-R\hat{\mathbf z}|})^2$ with $\zeta=1.2$ bohr$^{-1}$ and $R=1.4$ bohr.

**Solution.** Near the origin $|\mathbf r-R\hat{\mathbf z}|\approx R-z$, so with $E=e^{-\zeta R}$ the bracket is $1+E-\zeta r+E\zeta z$, and

$$n\approx n_0\Big[1-\frac{2\zeta}{1+E}\,(r-Ez)\Big],\qquad n_0=A(1+E)^2 .$$

The slope parameter is $\kappa=\zeta/(1+E)$, which replaces $Z$, and $\beta=E$, with $\theta=0$ pointing at the second centre. Normalization to two electrons gives $A=\zeta^3/[\pi(1+S)]$, with the overlap $S=E\,(1+\zeta R+\tfrac13\zeta^2R^2)$, confirmed by quadrature. The numbers are $\beta=0.18637$, $\kappa=1.2/1.18637=1.01149$ bohr$^{-1}$, $n_0=0.46224$ bohr$^{-3}$ and $s_0=0.42286$. The model is not a self-consistent density, and its $\beta$ is not a prediction for a molecule.

For VT84F, in hartree bohr, with $\tfrac3{10}\kappa=0.3034$:

At $\theta=0$, $s=0.42286\times0.81363=0.34405<s_{\rm zero}$, $F'=-0.0785$, and $a=0.3034\times(-0.0785)/0.34405=-0.069$.

At $\theta=90^\circ$, $s=0.43014$, $\sin^2\gamma=0.03357$, $F'=0.1257$, $F''=2.0494$, and $a=0.1517\,[\,0.2922\times1.9664+2.0494\times0.03357\,]=0.1517\,[\,0.575+0.069\,]=0.098$. The explicit $F''$ term is 11% of the bracket.

At $\theta=180^\circ$, $s=0.50167$, $F'=0.2342$, and $a=0.3034\times0.2342/0.50167=0.142$.

The spherical formula (3) would give $+0.0793$ and the mean is $a_0=+0.0777$, yet $a<0$ in a cone $\theta<44.9^\circ$ toward the second centre, a fraction $(1-\cos44.9^\circ)/2\approx0.15$ of the solid angle. The density falls more slowly in that direction, which pushes $s$ below $s_{\rm zero}$ for $\theta$ up to about $49^\circ$; the positive $F''\sin^2\gamma$ term of (9) narrows the cone of negative $a$ to $44.9^\circ$.

The variation along $\eta=e^{-r/w}P_l(\cos\theta)$ equals $2\pi w^2\int aP_l\,d\cos\theta+O(w^3)$ and so yields the $a_l$ from the definition. The coefficients $l=0$ to $3$ were tested against (9), and $a_0$ against (11), for GE2, LKT and VT84F. GE2 is isotropic with $a_0=-\tfrac89\times1.01149=-0.8991$. VT84F has $a_1=-0.0977$, $a_2=-0.0406$ and $a_3=-0.0076$. Its first-order dipole from (10) is $-0.3034\times0.18637\times(2.1323-0.1105/0.42286)=-0.106$, larger in magnitude than $a_1$ by 8% at this $\beta$; the first-order form was tested separately at a larger separation, where $\beta$ is much smaller. LKT has $a_0=-0.3996$ and $a_1=-0.0335$, with $a_2$ and $a_3$ smaller by successive factors of about ten or more, so its anisotropy is a small change on a negative mean.

## Computed results

```
s* (1s^2 density) = 0.375751; s0 (all unscreened shells) = 0.353393
1 hartree bohr = 14.39965 eV Angstrom; 10 s*/3 = 1.25250
TFvW at s*: F=1.00000 F'=0.00000 F''=0.00000 a/Z=0.00000
GE2 at s*: F=0.79083 F'=-1.11333 F''=-2.96296 a/Z=-0.88889
APBEK at s*: F=0.79706 F'=-1.08714 F''=-2.96413 a/Z=-0.86798
LKT at s*: F=0.89151 F'=-0.52502 F''=-0.88828 a/Z=-0.41917
VT84F at s*: F=0.92060 F'=0.00066 F''=2.47267 a/Z=0.00053
VT84F form: F'(s*)=0 at mu=2.7770; with mu=2.778 F' vanishes at s_zero=0.37548
Be Z=4: E=-14.22329 Ha, eps_H=-0.17003 Ha, n0=34.7001 bohr^-3, -n'/2n=4.00000 bohr^-1
  k0=10.0906 bohr^-1, s0=0.39641, Lam/Z^2=0.0622, KS v_theta(0)=3.482 Ha
  TFvW: F'=0.0000 F''=0.0000 a=0.0000 (def 0.0000) Ha bohr, c0=50.91 (def 50.91) Ha
  GE2: F'=-1.1745 F''=-2.9630 a=-3.5556 (def -3.5556) Ha bohr, c0=58.68 (def 58.68) Ha v<0 to r=0.08952 bohr
  APBEK: F'=-1.1485 F''=-2.9750 a=-3.4767 (def -3.4767) Ha bohr, c0=58.24 (def 58.24) Ha v<0 to r=0.08790 bohr
  LKT: F'=-0.5427 F''=-0.8191 a=-1.6427 (def -1.6427) Ha bohr, c0=56.41 (def 56.41) Ha v<0 to r=0.03427 bohr
  VT84F: F'=0.0508 F''=2.3671 a=0.1537 (def 0.1537) Ha bohr, c0=56.29 (def 56.29) Ha
  VT84F a linearized about s*: 0.1651 Ha bohr
Ne Z=10: E=-127.49074 Ha, eps_H=-0.44306 Ha, n0=614.2304 bohr^-3, -n'/2n=10.00000 bohr^-1
  k0=26.2977 bohr^-1, s0=0.38026, Lam/Z^2=0.0296, KS v_theta(0)=29.194 Ha
  TFvW: F'=0.0000 F''=0.0000 a=0.0000 (def 0.0000) Ha bohr, c0=345.78 (def 345.78) Ha
  GE2: F'=-1.1267 F''=-2.9630 a=-8.8889 (def -8.8889) Ha bohr, c0=392.20 (def 392.20) Ha v<0 to r=0.03278 bohr
  APBEK: F'=-1.1005 F''=-2.9665 a=-8.6823 (def -8.6823) Ha bohr, c0=389.47 (def 389.47) Ha v<0 to r=0.03211 bohr
  LKT: F'=-0.5290 F''=-0.8732 a=-4.1734 (def -4.1734) Ha bohr, c0=379.21 (def 379.21) Ha v<0 to r=0.01284 bohr
  VT84F: F'=0.0118 F''=2.4557 a=0.0929 (def 0.0929) Ha bohr, c0=388.21 (def 388.21) Ha
  VT84F a linearized about s*: 0.0943 Ha bohr
  Ne a in eV Angstrom: TFvW 0.00, GE2 -128.00, APBEK -125.02, LKT -60.09, VT84F 1.34
  LKT+5(s-s0)^2: change of a=6.5e-08 Ha bohr, of c0=293.34 (formula 293.34) Ha
Ar Z=18: E=-524.51743 Ha, eps_H=-0.33380 Ha, n0=3818.6896 bohr^-3, -n'/2n=18.00000 bohr^-1
  k0=48.3554 bohr^-1, s0=0.37224, Lam/Z^2=0.0177, KS v_theta(0)=111.786 Ha
  TFvW: F'=0.0000 F''=0.0000 a=0.0000 (def 0.0000) Ha bohr, c0=1169.12 (def 1169.12) Ha
  GE2: F'=-1.1029 F''=-2.9630 a=-16.0000 (def -16.0000) Ha bohr, c0=1316.94 (def 1316.94) Ha v<0 to r=0.01730 bohr
  APBEK: F'=-1.0767 F''=-2.9623 a=-15.6200 (def -15.6200) Ha bohr, c0=1308.21 (def 1308.21) Ha v<0 to r=0.01693 bohr
  LKT: F'=-0.5219 F''=-0.9000 a=-7.5707 (def -7.5707) Ha bohr, c0=1276.08 (def 1276.08) Ha v<0 to r=0.00689 bohr
  VT84F: F'=-0.0080 F''=2.4835 a=-0.1165 (def -0.1165) Ha bohr, c0=1319.39 (def 1319.39) Ha v<0 to r=0.00009 bohr
  VT84F a linearized about s*: -0.1150 Ha bohr
model zeta=1.2 bohr^-1 R=1.4 bohr: beta=0.18637 kappa=1.01149 bohr^-1 n0=0.46224 bohr^-3 s0=0.42286
  GE2 Legendre a_0..a_3 (def): -0.89910 0.00000 -0.00000 -0.00000 Ha bohr
  LKT Legendre a_0..a_3 (def): -0.39956 -0.03352 -0.00346 -0.00020 Ha bohr
  VT84F Legendre a_0..a_3 (def): 0.07770 -0.09774 -0.04059 -0.00761 Ha bohr
  VT84F theta=0 deg: s=0.34405 sin2g=0.00000 F'=-0.0785 F''=2.4922 a=-0.06923 Ha bohr
  VT84F theta=90 deg: s=0.43014 sin2g=0.03357 F'=0.1257 F''=2.0494 a=0.09766 Ha bohr
  VT84F theta=180 deg: s=0.50167 sin2g=0.00000 F'=0.2342 F''=0.8867 a=0.14163 Ha bohr
  VT84F a<0 for theta<44.92 deg; spherical formula a=0.07931 Ha bohr
  VT84F at s0: F'=0.1105 F''=2.1323; first-order a_1=-0.10581 Ha bohr
```
